# Inverse-Frequency Noise from Telegraph Fluctuators with Log-Uniform Relaxation Times

The read current of a charge-trap memory cell jumps when a defect near the channel captures or emits an electron. One such defect gives a random telegraph signal. This problem asks what noise spectrum results when many defects with widely different switching times act together.

The cell contains $N$ traps. Trap $i$ is either empty or filled, and filling it changes the current by a fixed step of size $a_i$. The steps add, and the traps switch independently of one another. Each trap is a stationary Markov process: an empty trap captures at the constant rate $1/\tau_c$, and a filled one emits at the constant rate $1/\tau_e$. Spectra are one-sided, defined for $f>0$ and normalized so that the integral over $f$ equals the variance of the current.

## (a) The memory of one trap

**Find the autocovariance of the current due to a single trap.**

Let $n(t)$ be 1 when the trap is filled and 0 when it is empty. Its current contribution is $a\,n(t)$; the sign of the step will not matter, because the covariance contains $a^2$. The probability $P(t)$ that the trap is filled grows by capture and falls by emission:

$$\frac{dP}{dt}=\frac{1-P}{\tau_c}-\frac{P}{\tau_e}=\frac{1}{\tau_c}-\frac{P}{\tau},\qquad \frac1\tau=\frac1{\tau_c}+\frac1{\tau_e}.$$

Setting the derivative to zero gives the stationary filled probability

$$p=\frac{\tau}{\tau_c}=\frac{\tau_e}{\tau_c+\tau_e}.$$

The deviation $P-p$ obeys $d(P-p)/dt=-(P-p)/\tau$. If the trap is known to be filled at $t=0$, then $P(0)=1$ and

$$P(t\,|\,\text{filled at }0)=p+(1-p)e^{-t/\tau},\qquad t\ge 0.$$

The product $n(0)n(t)$ is 1 when the trap is filled at both times and 0 otherwise. Its mean is therefore $p$ times this conditional probability. Subtracting the squared mean,

$$C(t)=a^2\left\{p\left[p+(1-p)e^{-t/\tau}\right]-p^2\right\}=a^2p(1-p)\,e^{-t/\tau}.$$

Stationarity makes $C$ even, so for either sign of $t$

$$C(t)=v\,e^{-|t|/\tau},\qquad v=a^2p(1-p).$$

Here $v$ is the variance contributed by the trap. The memory decays with the sum of the two rates, so $\tau$ is shorter than either mean dwell time. For given $a$, the variance is largest at $p=1/2$ and vanishes for a trap that is almost always empty or almost always filled.

## (b) The spectrum of one trap

**Find the spectrum of this signal, and decide whether one trap can give inverse-frequency noise over a wide band.**

With the stated normalization, the spectrum is twice the Fourier transform of the covariance. Since $C$ is even, this equals four times the cosine integral over positive times:

$$S_\tau(f)=4\int_0^\infty C(t)\cos(2\pi ft)\,dt.$$

Write $\omega=2\pi f$. The cosine is the real part of $e^{i\omega t}$, hence

$$\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\operatorname{Re}\frac{1}{1/\tau-i\omega}=\frac{\tau}{1+\omega^2\tau^2},$$

and

$$S_\tau(f)=\frac{4v\tau}{1+(2\pi f\tau)^2}.$$

The factor 4 agrees with the normalization. Substituting $u=2\pi f\tau$,

$$\int_0^\infty S_\tau\,df=\frac{4v\tau}{2\pi\tau}\int_0^\infty\frac{du}{1+u^2}=\frac{2v}{\pi}\cdot\frac{\pi}{2}=v.$$

For $f\ll1/(2\pi\tau)$ the spectrum is flat at $4v\tau$. For $f\gg1/(2\pi\tau)$ it falls as $v/(\pi^2f^2\tau)$. Its logarithmic slope passes through $-1$ between these two regimes, at $2\pi f\tau=1$, but does not stay there. A wide inverse-frequency band needs a range of relaxation times.

## (c) A distribution of relaxation times

**Suppose the relaxation time grows exponentially with the depth of a trap, and traps are spread uniformly in depth. Find the distribution of $\tau$ and the mean spectrum of $N$ traps.**

Take $\tau=\tau_1e^{x/\lambda}$, where $\lambda$ is the tunnelling decay length of the rate and the depth $x$ is uniform on $[0,W]$. Depth is measured from the shallowest trap that is counted. This is a model assumption: in real oxides, capture and emission are often thermally activated as well, and depth alone then does not fix $\tau$. Capture and emission are assumed to slow down by the same factor, so that $p$ does not depend on $x$. The longest time is $\tau_2=\tau_1e^{W/\lambda}$, so

$$W=\lambda L,\qquad L=\ln\frac{\tau_2}{\tau_1}.$$

Because $x=\lambda\ln(\tau/\tau_1)$, the probability density of $\tau$ is

$$g(\tau)=\frac1W\frac{dx}{d\tau}=\frac{\lambda}{W\tau}=\frac{1}{L\tau},\qquad \tau_1\le\tau\le\tau_2.$$

Equal intervals of $\ln\tau$ hold equal numbers of traps on average. This is what a logarithmically uniform distribution means.

Now add the signals. For a given set of traps, the covariance of the total current is a double sum over pairs. The terms with two different traps vanish because their occupations fluctuate independently. The covariances of the single traps therefore add, and so do their spectra:

$$S_{\text{device}}(f)=\sum_{i=1}^N\frac{4v_i\tau_i}{1+(2\pi f\tau_i)^2}.$$

Average this over the random choice of traps. Assume that $a$ and $p$ are independent of $\tau$, and from here on let $v$ denote the mean of $a^2p(1-p)$ over traps. Then

$$S(f)=N\int_{\tau_1}^{\tau_2}\frac{1}{L\tau}\,\frac{4v\tau}{1+(2\pi f\tau)^2}\,d\tau=\frac{4Nv}{L}\int_{\tau_1}^{\tau_2}\frac{d\tau}{1+(2\pi f\tau)^2}.$$

The $1/\tau$ of the density has cancelled the $\tau$ in the numerator of the Lorentzian. The remaining integral is elementary:

$$S(f)=\frac{4Nv}{L}\,\frac{\arctan(2\pi f\tau_2)-\arctan(2\pi f\tau_1)}{2\pi f}.$$

Define

$$A=\frac{Nv}{L},\qquad f_1=\frac{1}{2\pi\tau_2},\qquad f_2=\frac1{2\pi\tau_1}.$$

The slowest traps set the lower frequency $f_1$, and the fastest set the upper frequency $f_2$. In these symbols

$$\boxed{S(f)=\frac{2A}{\pi f}\left[\arctan\frac{f}{f_1}-\arctan\frac{f}{f_2}\right].}$$

Within the model this holds at every frequency, for the mean over the trap distribution.

## (d) Three regimes

**Find the behaviour of $S$ between the two frequencies, below both and above both.**

For $f_1\ll f\ll f_2$ the first arctangent is close to $\pi/2$ and the second is close to zero. Hence

$$S(f)\simeq\frac{A}{f}.$$

The amplitude $A=Nv/L$ is the variance per unit interval of $\ln\tau$. It does not depend on the two cutoffs separately, once the number of traps per unit of $\ln\tau$ is fixed.

The integral over $\ln\tau$ shows which traps matter. A unit interval of $\ln\tau$ contributes in proportion to $\tau/(1+\omega^2\tau^2)$, which is largest at $\omega\tau=1$. A measurement at $f$ is thus most sensitive to traps with $\tau=1/(2\pi f)$. Raising $f$ moves this maximum to faster traps, which are equally numerous per unit of $\ln\tau$ but have a peak contribution proportional to $1/\omega$.

For $f\ll f_1$, use $\arctan y\simeq y$ in both terms:

$$S(0)=\frac{2A}{\pi}\left(\frac1{f_1}-\frac1{f_2}\right)=4A(\tau_2-\tau_1).$$

The spectrum is flat because no trap has a memory longer than $\tau_2$.

For $f\gg f_2$, use $\arctan y=\pi/2-\arctan(1/y)$. The two constants $\pi/2$ cancel, and

$$S(f)\simeq\frac{2A}{\pi f}\left(\frac{f_2}{f}-\frac{f_1}{f}\right)=\frac{A}{\pi^2f^2}\left(\frac1{\tau_1}-\frac1{\tau_2}\right).$$

Here even the fastest trap is on the falling side of its Lorentzian. This regime is physical only if no traps faster than $\tau_1$ exist. If $\tau_1$ merely marks the shallowest trap that was counted and faster ones are present at the same density per unit of $\ln\tau$, the $A/f$ law continues beyond $f_2$.

## (e) How good is the inverse-frequency law?

**Find the relative deficit of $S$ below $A/f$, its value at the cutoffs, and the slope at $f_m=\sqrt{f_1f_2}$.**

Replace $\arctan(f/f_1)$ by $\pi/2-\arctan(f_1/f)$ in the formula for $S$. Relative to $A/f$, the deficit is

$$1-\frac{fS}{A}=\frac2\pi\left[\arctan\frac{f_1}{f}+\arctan\frac{f}{f_2}\right]\le\frac2\pi\left(\frac{f_1}{f}+\frac f{f_2}\right),$$

where the bound follows from $\arctan y\le y$ for $y\ge0$. The deficit is positive, so $A/f$ overestimates the mean spectrum everywhere.

At $f=f_1$ the first arctangent is $\pi/4$, which gives

$$\frac{f_1S(f_1)}{A}=\frac12-\frac2\pi\arctan\frac{\tau_1}{\tau_2}.$$

The value at $f_2$ is the same. For widely separated times, the cutoffs are thus the frequencies at which the spectrum has dropped to half of $A/f$.

To find where the deficit reaches 10% on the low side, neglect the distant upper cutoff. Then $\arctan(f_1/f)=0.05\pi$, or $f=f_1/\tan(0.05\pi)\simeq6.31f_1$. On the high side the corresponding frequency is $f_2/6.31$. A 10% window exists only if the cutoffs are far enough apart. The deficit is smallest at $f_m$, where it equals $(4/\pi)\arctan\sqrt{\tau_1/\tau_2}$, and this is below 0.1 only for $\tau_2/\tau_1>1/\tan^2(\pi/40)\simeq161$.

The replacement $f\to f_1f_2/f$ turns $f_1/f$ into $f/f_2$ and the reverse. It exchanges the two arctangents in the deficit and leaves $fS$ unchanged. As a function of $\ln f$, the product $fS$ is therefore even about $\ln f_m$, and its derivative vanishes there. Since $\ln S=\ln(fS)-\ln f$,

$$\left.\frac{d\ln S}{d\ln f}\right|_{f_m}=-1.$$

This slope is exact for any $\tau_2>\tau_1$. By itself, a slope of $-1$ at one frequency does not show that the band is wide.

## (f) Where the noise power lies

**Find the total variance and the fraction of it between $f_1$ and $f_2$, for $\tau_2\gg\tau_1$.**

Each Lorentzian integrates to the variance of its trap, so the mean total is $Nv$. Since $f_2/f_1=\tau_2/\tau_1$, the pure law cut off sharply at the two frequencies gives

$$\int_{f_1}^{f_2}\frac Af\,df=A\ln\frac{f_2}{f_1}=AL=Nv.$$

This equals the full variance. The true spectrum has less power inside the band and makes up the difference in its two tails. Below $f_1$, neglect $\arctan(f/f_2)$ and put $y=f/f_1$:

$$\int_0^{f_1}S\,df\simeq\frac{2A}{\pi}\int_0^1\frac{\arctan y}{y}\,dy=\frac{2A}\pi\sum_{k=0}^\infty\frac{(-1)^k}{(2k+1)^2}=\frac{2A}{\pi}G.$$

The series comes from integrating $\arctan y/y=\sum_k(-1)^ky^{2k}/(2k+1)$ term by term, and $G\simeq0.916$ is Catalan's constant. The tail above $f_2$ has equal power, because both $fS$ and the measure $|df|/f$ are unchanged under $f\to f_1f_2/f$. Dividing the two tails by $AL$ gives

$$\text{fraction inside}\simeq1-\frac{4G}{\pi L}.$$

If $\tau_2$ grows while the number of traps per unit of $\ln\tau$ stays fixed, $A$ is constant and the variance $AL$ grows without bound, though only logarithmically. A finite $\tau_2$ keeps the variance finite at low frequency, and a nonzero $\tau_1$ does so at high frequency.

## (g) What if the distribution is not log-uniform?

**Let the mean variance of a trap depend on $\tau$, so that $g(\tau)v(\tau)=K\tau^{\beta-1}$ with $|\beta|<1$. Find the new exponent.**

The mean spectrum becomes, with $u=2\pi f\tau$,

$$S(f)=4NK\int_{\tau_1}^{\tau_2}\frac{\tau^\beta\,d\tau}{1+(2\pi f\tau)^2}=\frac{4NK}{(2\pi f)^{1+\beta}}\int_{f/f_2}^{f/f_1}\frac{u^\beta\,du}{1+u^2}.$$

Well inside the band, the limits may be replaced by 0 and $\infty$. The integral converges at zero because $\beta>-1$ and at infinity because $\beta<1$. It is then a constant, so

$$S(f)\propto f^{-(1+\beta)}.$$

The closer $|\beta|$ is to 1, the more slowly the integral converges, and the wider the band must be for this exponent to appear. Within this family of power laws, the exponent $-1$ requires the density weighted with the variance, not just the density of traps, to follow $1/\tau$. Suppose, for instance, that traps are uniform in depth but the current step falls as $a\propto e^{-x/\xi}$. Since $e^{x/\lambda}=\tau/\tau_1$, we have $a^2\propto e^{-2x/\xi}\propto\tau^{-2\lambda/\xi}$ and $\beta=-2\lambda/\xi$. For $\xi>2\lambda$ the spectrum well inside a sufficiently wide band is a power law flatter than $1/f$, with slope $-(1-2\lambda/\xi)$. For six decades of $\tau$ the slope at $f_m$ is $-0.802$ for $\xi=10\lambda$, close to the limit $-0.8$, but $-0.27$ for $\xi=2.5\lambda$, where the limit is $-0.2$.

For relaxation times from $10^{-6}$ to $10^6$ s, numerical quadrature followed by a finite difference at $f=1/(2\pi)$ Hz gives slopes of $-0.700$ for $\beta=-0.3$ and $-1.300$ for $\beta=0.3$.

## (h) One device instead of the mean

**For fixed $N$ and equal $a^2p(1-p)=v$ in all traps, find the relative scatter of the spectrum from device to device.**

Let $s=4v\tau/(1+\omega^2\tau^2)$ be the contribution of one randomly chosen trap. A device spectrum is the sum of $N$ independent values of $s$. Its mean is $N\langle s\rangle$ and its variance is $N(\langle s^2\rangle-\langle s\rangle^2)$, so

$$\frac{\operatorname{Var}S_{\text{device}}}{S^2}=\frac{r-1}{N},\qquad r=\frac{\langle s^2\rangle}{\langle s\rangle^2}.$$

Let $x_j=\omega\tau_j$ and $D=\arctan x_2-\arctan x_1$. From part (c), $\langle s\rangle=4vD/(L\omega)$. The second moment is

$$\langle s^2\rangle=\frac{16v^2}{L}\int_{\tau_1}^{\tau_2}\frac{\tau\,d\tau}{(1+\omega^2\tau^2)^2}=\frac{8v^2}{L\omega^2}\left[\frac1{1+x_1^2}-\frac1{1+x_2^2}\right],$$

because the antiderivative is $-1/[2\omega^2(1+\omega^2\tau^2)]$. The ratio is

$$r=\frac{L}{2D^2}\left[\frac1{1+x_1^2}-\frac1{1+x_2^2}\right].$$

Well inside the band the bracket tends to 1 and $D$ to $\pi/2$, so $r\simeq2L/\pi^2$ and

$$\frac{\operatorname{Var}S_{\text{device}}}{S^2}\simeq\frac{2}{\pi^2}\frac LN-\frac1N.$$

What matters most for large $L$ is $N/L$, the number of traps per unit of $\ln\tau$. When it is small, a single device need not resemble $A/f$, although the mean over devices does. This scatter belongs to the true spectra. The statistical error of a spectrum estimated from a finite record comes in addition.

## (i) Numbers for a model cell

**Take $N=60$, $a=2$ nA, $p=1/2$, $\tau_1=1$ μs, $\tau_2=1$ s and $\lambda=0.1$ nm. Evaluate the results.**

These are round model parameters, and they suit a large-area device better than a scaled cell. For levels spread evenly in energy, $p(1-p)$ integrates to the thermal energy $kT$. A density of, for example, $10^{18}\ \text{cm}^{-3}\text{eV}^{-1}$ over the depth range found below then gives the equivalent of only about 0.4 half-filled traps in a cell of 50 nm side, and 60 such traps need a side of about 650 nm. A small cell shows a few separate Lorentzians instead of the mean spectrum. The logarithmic range is $L=\ln10^6=13.816$, which needs a depth range of only $\lambda L=1.38$ nm. The common value $p=1/2$ neglects the oxide field. Over this depth, a field of 1 MV/cm would shift a trap level by 0.14 eV, about five times the thermal energy at room temperature, and for traps that share one level $p$ would then change strongly with depth. With $\tau(x)$ kept as assumed, the slope at $f_m$ would run from about $-0.69$ to $-1.31$ as the depth with $p=1/2$ moves from the shallow to the deep end. If instead the levels are spread evenly over an energy range much wider than this shift, the mean of $p(1-p)$ does not depend on depth and the inverse-frequency law survives. There are 10 traps per decade of $\tau$. Each trap has variance

$$v=(2\ \text{nA})^2\times\tfrac12\times\tfrac12=1\ \text{nA}^2,$$

so the total variance is $60\ \text{nA}^2$, an rms current noise of 7.75 nA. The amplitude and cutoffs are

$$A=\frac{60\ \text{nA}^2}{13.816}=4.34\ \text{nA}^2,\qquad f_1=0.159\ \text{Hz},\qquad f_2=1.59\times10^5\ \text{Hz}.$$

Numerical quadrature of the Lorentzians over depth gives the following mean spectra.

| $f$ (Hz) | $S$ (nA²/Hz) | $fS/A$ |
|---|---|---|
| 0.01 | 17.3 | 0.040 |
| 0.159 | 13.6 | 0.500 |
| 1 | 3.91 | 0.900 |
| 159 | 0.0273 | 0.999 |
| $10^4$ | $4.17\times10^{-4}$ | 0.960 |
| $1.59\times10^5$ | $1.36\times10^{-5}$ | 0.500 |
| $10^7$ | $4.40\times10^{-9}$ | 0.010 |

The first row is already close to the plateau $S(0)=17.4\ \text{nA}^2/\text{Hz}$. The ratio is one half at both cutoffs and closest to 1 at $f_m=159$ Hz. The law $A/f$ is good to 10% from 1.0 Hz to $2.5\times10^4$ Hz. This is about 4.4 decades, although the relaxation times span six: each edge costs a factor of 6.31 in frequency.

The fraction of the power between the cutoffs is

$$1-\frac{4\times0.916}{\pi\times13.816}=0.916.$$

The remaining 8.4% is shared equally by the tails. That the fraction nearly equals $G$ is an accident of this $L$.

For the scatter at $f_m$, the in-band expression gives $r\simeq2\times13.816/\pi^2=2.80$, and hence a relative standard deviation

$$\sqrt{\frac{2.80-1}{60}}=0.17.$$

Even with 10 traps per decade, the true noise spectra of cells that each hold exactly 60 traps with equal steps therefore scatter about their mean with a standard deviation of about 17% at this frequency. Independent variations in the number of traps or in their step sizes would add to this scatter, and the addition can be large. A Poisson-distributed number with mean 60 replaces $r-1$ by $r$ and gives 22%. Exponentially distributed steps have $\langle a^4\rangle/\langle a^2\rangle^2=6$, which replaces $r-1$ by $6r-1$ and gives 51%. The 17% alone is far more than the 0.1% by which the mean spectrum departs from $A/f$ there. For a single cell of this kind, the random choice of traps limits the inverse-frequency law at mid-band more than the finite cutoffs do.

The result rests on independent, stationary, two-state Markov traps whose steps add, with their variance spread evenly over $\ln\tau$. If one filled trap changes the rates of another, cross-covariances can appear and the sum of Lorentzians in part (c) is no longer justified. The same applies if the trap population changes during the measurement, as it may under electrical stress.

All numerical values are calculated from the stated model.
